# Spectral Edge of Right Movers in a Spinless Luttinger Liquid: test program

```python
"""
Zero-temperature spectral function of a spinless Luttinger liquid.

Result under test: for right movers with momentum q > 0 (from k_F),
    A(q, omega) ~ (omega - v q)^(gamma - 1),  omega -> v q from above,
    gamma = (K + 1/K - 2)/4, divergent for 0 < gamma < 1.
Full particle part, with p1 = (omega + v q)/(2v), p2 = (omega - v q)/(2v):
    A = (pi/v) P(gamma, r p1) r^gamma p2^(gamma-1) exp(-r p2)/Gamma(gamma)
for p1, p2 > 0.  P: regularized lower incomplete gamma function.
K: Luttinger parameter, v: boson velocity, r: interaction range.
The propagator, without its k_F phase, is
    1/(2 pi) * 1/(0+ + i u) * [r/(r + i u)]^gamma * [r/(r + i w)]^gamma,
    u = v t - x,  w = v t + x.
Tests use r = v = 1 unless units are given.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma as Gamma, gammainc


def gamma_of_K(K):
    return (K + 1 / K - 2) / 4


def K_of_gamma(g):
    c = 1 + 2 * g
    return c - np.sqrt(c * c - 1)      # repulsive branch, K < 1


def density(p1, p2, g):
    """v A/(pi r) for the particle part; momenta in units of 1/r."""
    return gammainc(g, p1) * p2**(g - 1) * np.exp(-p2) / Gamma(g)


def transform(f, p):
    """Integral of exp(i p u) f(u) over real u, for f(-u) = conj f(u)."""
    opts = dict(wvar=abs(p), epsabs=1e-5, limlst=300, limit=200)
    c = quad(lambda u: f(u).real, 0, np.inf, weight='cos', **opts)[0]
    s = quad(lambda u: f(u).imag, 0, np.inf, weight='sin', **opts)[0]
    return 2 * (c - np.sign(p) * s)


def left_transform(p, g):
    return transform(lambda w: (1 + 1j * w)**(-g), p)


def right_transform(p, g, eta=0.5):
    # A shift of time into the lower half plane regularizes the pole;
    # the factor exp(eta p) undoes the shift exactly.
    def f(u):
        return (1 + eta + 1j * u)**(-g) / (eta + 1j * u)
    return np.exp(eta * p) * transform(f, p)


# --- Boson pair Hamiltonian a(n1+n2) + b(b1+ b2+ + b1 b2) ---------------
a, b, size = 1.0, 0.5, 80
n = np.arange(size)
hop = b * (n[:-1] + 1)
H0 = np.diag(2 * a * n) + np.diag(hop, 1) + np.diag(hop, -1)
hop1 = b * np.sqrt((n[:-1] + 1) * (n[:-1] + 2))
H1 = np.diag(a * (2 * n + 1)) + np.diag(hop1, 1) + np.diag(hop1, -1)
E0, vec0 = np.linalg.eigh(H0)
E1 = np.linalg.eigvalsh(H1)
occupation = np.sum(n * vec0[:, 0]**2)
K_pair = np.sqrt((a - b) / (a + b))
assert abs(occupation - gamma_of_K(K_pair)) < 1e-9
assert abs(E1[0] - E0[0] - np.sqrt(a * a - b * b)) < 1e-9

# --- Mode integral that builds the power laws of the propagator ---------
u0 = 3.0
re = quad(lambda p: np.exp(-p) * (1 - np.cos(p * u0)) / p, 0, 50,
          limit=300)[0]
im = quad(lambda p: np.exp(-p) * np.sin(p * u0) / p, 0, 50, limit=300)[0]
assert abs(re + 1j * im - np.log(1 + 1j * u0)) < 1e-7

# --- Edge exponents read from the numerically transformed propagator ----
K_tests = [0.8, 0.6, 0.3, 0.15]
slopes = []
p_low, p_high = 1e-3, 2e-3
for K in K_tests:
    g = gamma_of_K(K)
    slope = np.log(left_transform(p_high, g) / left_transform(p_low, g))
    slope /= np.log(p_high / p_low)
    slopes.append(slope)
    # exp(-p) shifts the finite-p slope by about 0.0015
    assert abs(slope - (g - 1)) < 0.005
g_mid = gamma_of_K(0.3)
mirror_slope = np.log(right_transform(p_high, g_mid)
                      / right_transform(p_low, g_mid)) / np.log(2)
assert abs(mirror_slope - g_mid) < 0.005
assert abs(left_transform(-0.5, g_mid)) < 1e-4     # no weight below edge

# --- Two-dimensional inverse transform at complex time ------------------
g, x, t, tau = 0.4, 0.4, 0.3, 1.0
node, wt = np.polynomial.legendre.leggauss(160)
y, wt = (node + 1) / 2, wt / 2
s_max, q_max = 30**g, 30.0
eps = (s_max * y)**(1 / g)                         # omega - |q|
d_eps = wt * s_max * eps**(1 - g) / g
q_abs, d_q = q_max * y**2, wt * 2 * q_max * y
Q, EPS = np.meshgrid(q_abs, eps, indexing='ij')
measure = np.outer(d_q, d_eps) / (2 * np.pi)**2
time_factor = np.exp(-1j * (Q + EPS) * (t - 1j * tau))
inverse = np.sum(measure * time_factor * np.pi * (
    density(Q + EPS / 2, EPS / 2, g) * np.exp(1j * Q * x)
    + density(EPS / 2, Q + EPS / 2, g) * np.exp(-1j * Q * x)))
u_c, w_c = tau + 1j * (t - x), tau + 1j * (t + x)
direct = 1 / (2 * np.pi * u_c) * (1 + u_c)**(-g) * (1 + w_c)**(-g)
inverse_error = abs(inverse / direct - 1)
assert inverse_error < 1e-4


# --- Integrated weights, sum rule and free limit ------------------------
def particle_weight(rq, g, p_max=50.0):
    """Weight from the edge up to p2 = p_max/r, for q > 0."""
    def f(z):
        p = z**(1 / g)
        return gammainc(g, rq + p) * np.exp(-p) / Gamma(1 + g)
    return quad(f, 0, p_max**g, limit=300)[0]


def hole_weight(rq, g):
    return quad(lambda p: density(p, p + rq, g), 0, 50, limit=300)[0]


for K in (0.6, 0.3):
    for rq in (0.15, 1.0):
        g = gamma_of_K(K)
        total = particle_weight(rq, g) + hole_weight(rq, g)
        assert abs(total - 1) < 1e-5
near_free = particle_weight(0.15, 1e-3, p_max=0.01)
assert near_free > 0.99

K_limit = brentq(lambda K: gamma_of_K(K) - 1, 0.05, 0.9)

# --- Helical edge, rough typical values ---------------------------------
v, K, r_nm, q_nm = 5e5, 0.6, 30.0, 0.005
half_gap, length_nm, temperature = 10.0, 1e4, 0.1
meV = const.e * 1e-3
hv = const.hbar * v / meV * 1e9                    # meV nm
g, rq = gamma_of_K(K), r_nm * q_nm
edge = hv * q_nm
scale = r_nm / (2 * hv)                            # 1/meV


def p_of(detuning):
    return r_nm * detuning / (2 * hv)


def full_A(detuning):
    p = p_of(detuning)
    return scale * density(rq + p, p, g)


def edge_A(detuning):
    return scale * gammainc(g, rq) * p_of(detuning)**(g - 1) / Gamma(g)


p_test = p_of(0.4)
numeric_A = scale * right_transform(rq + p_test, g) \
    * left_transform(p_test, g) / (4 * np.pi**2)
assert abs(numeric_A / full_A(0.4) - 1) < 1e-4
mirror_A = scale * density(p_test, rq + p_test, g)
local_slope = np.log(full_A(0.4) / full_A(0.2)) / np.log(2)
w_particle, w_hole = particle_weight(rq, g), hole_weight(rq, g)
w_near = particle_weight(rq, g, p_of(0.2))

thermal = const.k * temperature / meV
length_blur = 2 * np.pi * hv / length_nm
K_q = K_of_gamma(g * np.exp(-rq))
velocity_shift = edge * (1 - K / K_q)              # v_q K_q held fixed
curvature = edge**2 / (2 * half_gap)

print("TESTS")
for K_t, slope in zip(K_tests, slopes):
    print(f"K = {K_t:.2f}: gamma = {gamma_of_K(K_t):.4f}, exponent from"
          f" transform = {slope:.4f}, formula = {gamma_of_K(K_t)-1:.4f}")
print(f"Exponent at mirror edge, K = 0.30: {mirror_slope:.4f},"
      f" formula {g_mid:.4f}")
print(f"Relative error of 2D inverse transform: {inverse_error:.1e}")
print(f"Weight near edge (p2 < 0.01/r), gamma = 0.001: {near_free:.4f}")
print(f"Divergence ends below K = {K_limit:.4f}, above {1/K_limit:.4f}")
print("EXAMPLE: helical edge, rough typical inputs")
print(f"Velocity v = {v:.2e} m/s")
print(f"Luttinger parameter K = {K:.2f}")
print(f"Interaction range r = {r_nm:.0f} nm")
print(f"Momentum from k_F, q = {q_nm:.4f} 1/nm")
print(f"Bulk half-gap = {half_gap:.1f} meV")
print(f"Edge length = {length_nm/1000:.0f} um")
print(f"Temperature = {temperature:.2f} K")
print(f"hbar v = {hv:.2f} meV nm")
print(f"r q = {rq:.3f}")
print(f"gamma = {g:.5f}")
print(f"Edge exponent gamma - 1 = {g-1:.5f}")
print(f"Edge energy hbar v q = {edge:.4f} meV = {edge*meV:.3e} J")
print(f"P(gamma, r q) = {gammainc(g, rq):.4f}")
print("Spectral density A/(2 pi hbar) above the edge:")
for d in (0.2, 0.4, 0.8, 1.6):
    print(f"  detuning {d:.1f} meV: full {full_A(d):.5f} 1/meV,"
          f" edge law {edge_A(d):.5f} 1/meV")
print(f"Numerical transform at 0.4 meV: {numeric_A:.5f} 1/meV")
print(f"At -q, 0.4 meV above its edge: {mirror_A:.5f} 1/meV")
print(f"Mean log slope from 0.2 to 0.4 meV: {local_slope:.4f}")
print(f"Particle weight at q: {w_particle:.5f}")
print(f"Hole weight at q: {w_hole:.5f}")
print(f"Weight within 0.2 meV above the edge: {w_near:.4f}")
print("SIZES OF NEGLECTED EFFECTS")
print(f"Thermal energy k_B T = {thermal:.4f} meV")
print(f"Finite-length blur 2 pi hbar v/L = {length_blur:.4f} meV")
print(f"K at momentum q = {K_q:.4f}")
print(f"Edge shift from velocity dispersion = {velocity_shift:.4f} meV")
print(f"Curvature if bands bend on gap scale = {curvature:.4f} meV")
print(f"Edge energy / bulk half-gap = {edge/half_gap:.4f}")
print("every check passed")
```

Printed output:

```
TESTS
K = 0.80: gamma = 0.0125, exponent from transform = -0.9889, formula = -0.9875
K = 0.60: gamma = 0.0667, exponent from transform = -0.9348, formula = -0.9333
K = 0.30: gamma = 0.4083, exponent from transform = -0.5931, formula = -0.5917
K = 0.15: gamma = 1.2042, exponent from transform = 0.2027, formula = 0.2042
Exponent at mirror edge, K = 0.30: 0.4079, formula 0.4083
Relative error of 2D inverse transform: 1.1e-13
Weight near edge (p2 < 0.01/r), gamma = 0.001: 0.9945
Divergence ends below K = 0.1716, above 5.8284
EXAMPLE: helical edge, rough typical inputs
Velocity v = 5.00e+05 m/s
Luttinger parameter K = 0.60
Interaction range r = 30 nm
Momentum from k_F, q = 0.0050 1/nm
Bulk half-gap = 10.0 meV
Edge length = 10 um
Temperature = 0.10 K
hbar v = 329.11 meV nm
r q = 0.150
gamma = 0.06667
Edge exponent gamma - 1 = -0.93333
Edge energy hbar v q = 1.6455 meV = 2.636e-22 J
P(gamma, r q) = 0.9043
Spectral density A/(2 pi hbar) above the edge:
  detuning 0.2 meV: full 0.22692 1/meV, edge law 0.22822 1/meV
  detuning 0.4 meV: full 0.11812 1/meV, edge law 0.11951 1/meV
  detuning 0.8 meV: full 0.06109 1/meV, edge law 0.06258 1/meV
  detuning 1.6 meV: full 0.03115 1/meV, edge law 0.03277 1/meV
Numerical transform at 0.4 meV: 0.11812 1/meV
At -q, 0.4 meV above its edge: 0.01112 1/meV
Mean log slope from 0.2 to 0.4 meV: -0.9419
Particle weight at q: 0.91249
Hole weight at q: 0.08751
Weight within 0.2 meV above the edge: 0.6844
SIZES OF NEGLECTED EFFECTS
Thermal energy k_B T = 0.0086 meV
Finite-length blur 2 pi hbar v/L = 0.2068 meV
K at momentum q = 0.6221
Edge shift from velocity dispersion = 0.0585 meV
Curvature if bands bend on gap scale = 0.1354 meV
Edge energy / bulk half-gap = 0.1646
every check passed
```
